# From Jones to Mueller Matrices, and Why a Global Phase Disappears

**Q.** A Jones matrix acts on complex fields and a Mueller matrix acts on measured powers. Before you connect them, what exactly do the two describe?

**A.** Take a quasi-monochromatic beam with transverse field $E=(E_x,E_y)^T$ and time factor $e^{-i\omega t}$. A linear element gives $E'=JE$, where $J$ is a complex $2\times2$ matrix. I assume that $J$ is fixed in time, uniform over the beam and constant over the narrow spectrum, and that the same medium lies on both sides, so that $|E|^2$ measures irradiance with the same factor before and after.

The Stokes parameters are averages of products of two field components:

$$S_0=\langle|E_x|^2+|E_y|^2\rangle,\qquad S_1=\langle|E_x|^2-|E_y|^2\rangle,$$
$$S_2=2\,\mathrm{Re}\langle E_xE_y^*\rangle,\qquad S_3=2\,\mathrm{Im}\langle E_x^*E_y\rangle .$$

To fix the sign of $S_3$, put $E_y=iE_x$ with $E_x=1$. The real fields are $\cos\omega t$ and $\mathrm{Re}(ie^{-i\omega t})=\sin\omega t$, so the field turns from $+x$ towards $+y$, and $S_3=+2$.

The Mueller matrix $M$ is the real $4\times4$ matrix in $S'=MS$.

**Q.** The Stokes parameters are quadratic in the field. Why should a linear relation between $S'$ and $S$ exist at all?

**A.** Because they are linear in the four products of field components. Collect these in

$$\mathbf c=\langle E\otimes E^*\rangle=\big(\langle E_xE_x^*\rangle,\langle E_xE_y^*\rangle,\langle E_yE_x^*\rangle,\langle E_yE_y^*\rangle\big)^T .$$

Since $2\,\mathrm{Im}\,z=-i(z-z^*)$, the last Stokes parameter is $S_3=i\langle E_xE_y^*\rangle-i\langle E_yE_x^*\rangle$. The other three can be read off directly, so

$$S=A\mathbf c,\qquad A=\begin{pmatrix}1&0&0&1\\1&0&0&-1\\0&1&1&0\\0&i&-i&0\end{pmatrix}.$$

The rows are mutually orthogonal and each has squared norm 2. For the last two, for instance, $1\cdot(-i)+1\cdot i=0$. Hence $AA^\dagger=2\cdot\mathbb 1$ and $A^{-1}=\tfrac12A^\dagger$.

**Q.** And the element itself? It acts on $E$, not on $\mathbf c$.

**A.** Write out one product after the element, with each index standing for $x$ or $y$:

$$E'_jE'^*_p=\sum_{k,q}J_{jk}J^*_{pq}\,E_kE_q^* .$$

The coefficient with row label $(j,p)$ and column label $(k,q)$ is $J_{jk}J_{pq}^*$, which is the definition of the Kronecker product $J\otimes J^*$. As $J$ does not fluctuate, it can be taken out of the average, so $\mathbf c'=(J\otimes J^*)\mathbf c$ for partially polarized light too. Now insert $\mathbf c=A^{-1}S$:

$$S'=A\mathbf c'=A(J\otimes J^*)A^{-1}S,$$

$$\boxed{M=A\,(J\otimes J^*)\,A^{-1}=\tfrac12A\,(J\otimes J^*)\,A^\dagger}$$

No other matrix does the same job. The physical Stokes vectors $(1,1,0,0)$, $(1,-1,0,0)$, $(1,0,1,0)$ and $(1,0,0,1)$ are linearly independent, and a matrix is fixed by its action on four independent vectors.

**Q.** Your formula is full of complex numbers. What guarantees a real $M$?

**A.** Let $P$ exchange the second and third entries of a four-vector. Complex conjugation of $A$ changes only its last row, from $(0,i,-i,0)$ to $(0,-i,i,0)$. That is the same as exchanging columns two and three, so $A^*=AP$. Because $P^{-1}=P$, it follows that $(A^{-1})^*=PA^{-1}$. Therefore

$$M^*=A\,P(J^*\otimes J)P\,A^{-1}.$$

The two factors $P$ exchange the labels within each pair: the element at row $(j,p)$, column $(k,q)$ becomes the element of $J^*\otimes J$ at row $(p,j)$, column $(q,k)$, which is $J^*_{pq}J_{jk}$. This is the element of $J\otimes J^*$ again, so $M^*=M$.

For calculation by hand there is an equivalent form. Each Stokes parameter is $S_\mu=\langle E^\dagger\sigma_\mu E\rangle$ with

$$\sigma_0=\mathbb 1,\quad \sigma_1=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad \sigma_2=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad \sigma_3=\begin{pmatrix}0&-i\\i&0\end{pmatrix},$$

so $A_{\mu,(jp)}=(\sigma_\mu)_{pj}$. As $\sigma_\nu$ is Hermitian, $A^*_{\nu,(kq)}=(\sigma_\nu)_{kq}$, and

$$M_{\mu\nu}=\tfrac12\sum_{jkpq}(\sigma_\mu)_{pj}J_{jk}(\sigma_\nu)_{kq}J^*_{pq}=\tfrac12\mathrm{Tr}\big(\sigma_\mu J\sigma_\nu J^\dagger\big).$$

**Q.** Does the conversion respect a train of elements?

**A.** Yes, provided that no light is reflected back and forth between the elements, so that their Jones matrices simply multiply. The Kronecker product obeys $(J_2J_1)\otimes(J_2J_1)^*=(J_2\otimes J_2^*)(J_1\otimes J_1^*)$. Insert $A^{-1}A$ between the two factors and the result is $M(J_2J_1)=M(J_2)M(J_1)$.

**Q.** Now multiply $J$ by $e^{i\varphi}$. What happens?

**A.** One factor of the Kronecker product is conjugated and the other is not, so for real $\varphi$

$$(e^{i\varphi}J)\otimes(e^{i\varphi}J)^*=e^{i\varphi}e^{-i\varphi}\,J\otimes J^*=J\otimes J^* .$$

Thus $M(e^{i\varphi}J)=M(J)$.

**Q.** That shows that $M$ does not contain $\varphi$. A detector does not record $M$, though. Perhaps a clever elliptical analyser still finds the phase.

**A.** Let the analyser pass the unit state $\mathbf a$, with Stokes vector $s_a$ and product vector $\mathbf c_a=\mathbf a\otimes\mathbf a^*$. The detected power is

$$I=\langle|\mathbf a^\dagger E'|^2\rangle=\sum_{j,p}a_j^*a_p\langle E'_jE'^*_p\rangle=\mathbf c_a^\dagger\mathbf c' .$$

With $\mathbf c_a=A^{-1}s_a$ and $\mathbf c'=A^{-1}S'$, the matrix between the Stokes vectors is $(A^{-1})^\dagger A^{-1}=\tfrac14AA^\dagger=\tfrac12\mathbb 1$. Hence

$$I=\tfrac12\,s_a^TMS .$$

Every such reading depends on the sample through $M$ alone. Further elements that act on the whole beam and send no light back to the sample multiply $M$ by their own Mueller matrices, and the phase stays lost. A later surface that does reflect light back forms a cavity with the sample. Waves that have crossed the gap a different number of times then interfere, and the power can depend on the length of the gap. The phase may even fluctuate in time, since it cancels in $E'_jE'^*_p$ at each instant, before the average is taken. If a later element delays one polarization relative to the other, the phase must change little during that delay. Behind a thick retarder, a faster fluctuation no longer cancels. A changing phase also changes the spectrum: $\varphi=\Omega t$ turns $e^{-i\omega t}$ into $e^{-i(\omega-\Omega)t}$. A later spectral filter narrower than this shift or broadening responds to it, even if the filter treats both polarizations alike.

**Q.** Then $M$ may have lost more than $\varphi$. Could two quite different films share one Mueller matrix?

**A.** Two films could, but two Jones matrices that differ by more than a global phase cannot. Inverting the conversion gives

$$J\otimes J^*=A^{-1}MA=\tfrac12A^\dagger MA,$$

so $M$ determines every product $J_{jk}J_{pq}^*$. Suppose that $M(K)=M(J)$ with $J\neq0$. Then

$$K_{jk}K_{pq}^*=J_{jk}J_{pq}^*\quad\text{for all indices.}$$

Choose $p,q$ such that $J_{pq}\neq0$. Setting $j=p$ and $k=q$ gives $|K_{pq}|=|J_{pq}|$, so $K_{pq}=e^{i\varphi}J_{pq}$ for some real $\varphi$. Divide the general relation by $K_{pq}^*=e^{-i\varphi}J_{pq}^*$:

$$K_{jk}=J_{jk}\,\frac{J_{pq}^*}{e^{-i\varphi}J_{pq}^*}=e^{i\varphi}J_{jk}.$$

The same $\varphi$ serves all elements. One nonzero element is enough, so a polarizer causes no difficulty. Of the eight real numbers in a nonzero $J$, polarimetry returns seven. A practical reconstruction makes the chosen element real and positive:

$$J^{\rm rec}_{jk}=\frac{J_{jk}J_{pq}^*}{|J_{pq}|}.$$

**Q.** Can I apply that to any measured Mueller matrix?

**A.** No, only to one that comes from a single $J$. Suppose that half of the light, without mutual coherence, meets $J=\mathbb 1$ and half meets $J=\mathrm{diag}(1,-1)$. The Mueller matrices, $\mathbb 1$ and $\mathrm{diag}(1,1,-1,-1)$, average to $\mathrm{diag}(1,1,0,0)$. The averaged products are $J_{xx}J_{xx}^*=1$, $J_{yy}J_{yy}^*=1$ and $J_{xx}J_{yy}^*=\tfrac12(1-1)=0$. No single $J$ has two diagonal elements of modulus one with a vanishing product. This sample depolarizes and has no Jones matrix.

**Q.** A wave plate does nothing except shift phases, and a polarimeter sees it perfectly well. Does that not contradict you?

**A.** A wave plate shifts the phase of one axis relative to the other. Take $J=\mathrm{diag}(t_1,t_2)$ with $T_k=|t_k|^2$ and $\delta=\arg t_2-\arg t_1$. The powers along the axes are $\langle|E_x|^2\rangle=(S_0+S_1)/2$ and $\langle|E_y|^2\rangle=(S_0-S_1)/2$, so

$$S_0'=\tfrac{T_1+T_2}{2}S_0+\tfrac{T_1-T_2}{2}S_1,\qquad S_1'=\tfrac{T_1-T_2}{2}S_0+\tfrac{T_1+T_2}{2}S_1 .$$

For the other two, $S_2+iS_3=2\langle E_x^*E_y\rangle$ is multiplied by $t_1^*t_2=\sqrt{T_1T_2}\,e^{i\delta}$. Separating real and imaginary parts gives

$$\begin{pmatrix}S_2'\\S_3'\end{pmatrix}=\begin{pmatrix}C&-D\\D&C\end{pmatrix}\begin{pmatrix}S_2\\S_3\end{pmatrix},\qquad C=\sqrt{T_1T_2}\cos\delta,\quad D=\sqrt{T_1T_2}\sin\delta .$$

A phase common to $t_1$ and $t_2$ cancels in $\delta$. A phase on one of them does not.

**Q.** What if the axes of the film do not lie along $x$ and $y$?

**A.** Turn it by $\theta$ from $+x$ towards $+y$. Then $J=U\,\mathrm{diag}(t_1,t_2)\,U^T$ with

$$U=\begin{pmatrix}\cos\theta&-\sin\theta\\\sin\theta&\cos\theta\end{pmatrix}.$$

Under $U$ the combination $E_x+iE_y$ acquires the factor $e^{i\theta}$, and so does $E_x^*+iE_y^*$, because $U$ is real. Their product averages to $S_1+iS_2$, which therefore acquires $e^{2i\theta}$. The power $S_0$ is unchanged, and so is $S_3$, because $E_x^*E_y-E_y^*E_x$ is a determinant and $\det U=1$. If $R$ denotes the rotation of $(S_1,S_2)$ by $2\theta$ and $M_0$ the matrix of the unturned film, the product rule gives $M=RM_0R^T$.

**Q.** Show me numbers for a film, with its reflections included.

**A.** Take a free-standing film in air at normal incidence, with two principal axes in its plane. These are round model parameters: thickness $d=500$ nm, wavelength $\lambda=600$ nm, complex indices $n_1=1.60+0.01i$ and $n_2=1.80+0.05i$, and $\theta=30^\circ$.

Each axis can be treated separately. At a non-magnetic interface from index $n_a$ to $n_b$, continuity of the tangential electric and magnetic fields requires $1+r=\tau$ and $n_a(1-r)=n_b\tau$. Hence $\tau=2n_a/(n_a+n_b)$ and $r=(n_a-n_b)/(n_a+n_b)$. Inside the film both faces reflect with $\rho=(n-1)/(n+1)$, and the two transmissions multiply to $4n/(n+1)^2=1-\rho^2$. One crossing contributes $e^{i\beta}$ with $\beta=2\pi nd/\lambda$, and each further round trip contributes $\rho^2e^{2i\beta}$. The geometric series gives

$$t=(1-\rho^2)e^{i\beta}\sum_{m=0}^\infty(\rho^2e^{2i\beta})^m=\frac{(1-\rho^2)e^{i\beta}}{1-\rho^2e^{2i\beta}} .$$

It converges because $|\rho^2e^{2i\beta}|<1$ here. The results are

$$t_1=-0.4060+0.7780i,\qquad t_2=-0.7428+0.0025i,$$

with $T_1=0.7702$, $T_2=0.5517$ and $\delta=62.25^\circ$. The index difference alone would give $360^\circ\times0.20\times500/600=60^\circ$. By the formula for $t$, the remaining $2.25^\circ$ comes from the phases of the factors $(1-\rho^2)/(1-\rho^2e^{2i\beta})$, that is, from the interfaces and the multiple reflections.

For the turned film,

$$J_{xx}=\tfrac34t_1+\tfrac14t_2=-0.4902+0.5841i,$$
$$J_{xy}=J_{yx}=\tfrac{\sqrt3}{4}(t_1-t_2)=0.1458+0.3358i,$$
$$J_{yy}=\tfrac14t_1+\tfrac34t_2=-0.6586+0.1964i .$$

**Q.** And the Mueller matrix?

**A.** The entries of $M_0$ are $(T_1+T_2)/2=0.6609$, $(T_1-T_2)/2=0.1092$, $C=0.3035$ and $D=0.5769$. Rotation by $2\theta=60^\circ$ gives, for example, $M_{01}=0.1092\cos60^\circ=0.0546$, $M_{11}=\tfrac14(0.6609)+\tfrac34(0.3035)=0.393$ and $M_{13}=0.5769\sin60^\circ=0.4996$. In full,

$$M=\begin{pmatrix}0.6609&0.0546&0.0946&0\\0.0546&0.3929&0.1548&0.4996\\0.0946&0.1548&0.5716&-0.2884\\0&-0.4996&0.2884&0.3035\end{pmatrix}.$$

For $x$-polarized light, $S=(1,1,0,0)$, the output is the sum of the first two columns, $S'=(0.7155,\,0.4475,\,0.2493,\,-0.4996)$. The film passes about 72% of the power, and the negative $S_3'$ means that the field now turns from $+y$ towards $+x$.

**Q.** Now lengthen the air path behind the film by 150 nm.

**A.** If nothing behind the film reflects light back to it, this multiplies $J$ by $e^{i\varphi}$ with $\varphi=360^\circ\times150/600=90^\circ$, that is, by $i$. Every Jones element changes; $J_{xx}$, for instance, becomes $-0.5841-0.4902i$. The Mueller matrix rebuilt from simulated analyser powers agrees with the old one to better than $10^{-12}$ in every element.

Put the same $90^\circ$ on axis 2 alone and $\delta$ becomes $152.25^\circ$. Then $\cos\delta$ is replaced by $-\sin\delta$, and $M_{33}$ falls from $C=0.3035$ to $-D=-0.5769$. This change of 0.8804 is the largest in the matrix.

Reconstruction from $M$ returns one matrix for both path lengths, with $J^{\rm rec}_{xx}=0.7626$ real. Relative to it, the original $J$ carries the phase factor $e^{i\alpha}$ with $\alpha=130^\circ$, and the shifted one has $\alpha=-140^\circ$, which is the same as $220^\circ$. Their difference is the lost $90^\circ$.

**Q.** If phase is lost, how can polarimetry measure the thickness of a film at all?

**A.** Thickness does not enter through a global phase alone. It also changes $T_1$, $T_2$ and $\delta$, which survive in $M$. For an isotropic film at normal incidence, $t_1=t_2=t$ and $M=|t|^2\,\mathbb 1$. Then $\delta=0$ and only the transmittance carries information on thickness.

**Q.** I still object to calling the global phase unobservable. An interferometer measures optical path, and your extra 150 nm is an optical path.

**A.** The objection is right, and it sets the limit of the claim. Let half of the field amplitude bypass the film and recombine coherently with half of the amplitude that went through it. This output port of a balanced interferometer has the Jones matrix

$$J_{\rm int}=\tfrac12(\mathbb 1+e^{i\varphi}J).$$

Here $e^{i\varphi}$ multiplies one term of a sum. It is global for the film but relative for the interferometer. I set $\varphi=0$ when the air paths of the two arms are equal, with the thickness of the film not counted, because $J$ already contains the propagation from face to face. For unpolarized light of unit power, $\langle E_kE_q^*\rangle=\tfrac12\delta_{kq}$, and the output power is

$$I=\tfrac12\mathrm{Tr}(J_{\rm int}J_{\rm int}^\dagger)=\tfrac18\mathrm{Tr}\big(\mathbb 1+JJ^\dagger+e^{i\varphi}J+e^{-i\varphi}J^\dagger\big).$$

With $\mathrm{Tr}\,\mathbb 1=2$, $\mathrm{Tr}\,JJ^\dagger=2M_{00}$, and the last two terms complex conjugates of each other,

$$I=\tfrac14\big[1+M_{00}+\mathrm{Re}(e^{i\varphi}\,\mathrm{Tr}J)\big].$$

For the film, $\mathrm{Tr}J=-1.1488+0.7805i$. Without the extra path $I=(1+0.6609-1.1488)/4=0.1280$. With it, $\mathrm{Re}(i\,\mathrm{Tr}J)=-0.7805$ and $I=(1+0.6609-0.7805)/4=0.2201$. Two arrangements with the same Mueller matrix for the sample arm differ here by a factor of about 1.7.

If $\varphi$ drifts evenly over a full turn during the exposure, $\langle e^{i\varphi}\rangle=0$ and the reading averages to $\tfrac14(1+M_{00})=0.4152$, which $M$ alone determines.

**Q.** Is a second beam path the only way to break the rule?

**A.** No. A phase that varies across the beam can also become visible. Suppose that the film delays one half of the beam by $\chi$ relative to the other, and that a lens brings both halves together at a point with equal amplitudes. The power there, relative to $\chi=0$, is

$$\tfrac14|1+e^{i\chi}|^2=\tfrac12(1+\cos\chi)=\cos^2(\chi/2).$$

Each half separately has the same Mueller matrix, yet a small detector at that point responds to $\chi$. The beam has become its own reference. A detector that collects the whole focal pattern does not respond, because $\chi$ only moves power from one part of the pattern to another. A phase that is fixed in time, the same over the spectrum and shared by all the light that reaches the detector stays hidden from both. The numerical output follows.

## Computed values

```
wavelength: 600 nm
film thickness: 500 nm
index axis 1: 1.60 + 0.01i
index axis 2: 1.80 + 0.05i
azimuth of axis 1: 30 deg
extra air path: 150 nm
global phase phi: 90.0 deg
amplitude t1: -0.4060+0.7780i
amplitude t2: -0.7428+0.0025i
transmittance T1: 0.7702
transmittance T2: 0.5517
retardance delta: 62.25 deg
(T1+T2)/2: 0.6609
(T1-T2)/2: 0.1092
sqrt(T1 T2) cos(delta): 0.3035
sqrt(T1 T2) sin(delta): 0.5769
J, row x: -0.4902+0.5841i  +0.1458+0.3358i
J, row y: +0.1458+0.3358i  -0.6586+0.1964i
J with global phase, row x: -0.5841-0.4902i  -0.3358+0.1458i
J with global phase, row y: -0.3358+0.1458i  -0.1964-0.6586i
M, row 0: +0.6609  +0.0546  +0.0946  +0.0000
M, row 1: +0.0546  +0.3929  +0.1548  +0.4996
M, row 2: +0.0946  +0.1548  +0.5716  -0.2884
M, row 3: +0.0000  -0.4996  +0.2884  +0.3035
M with global phase, row 0: +0.6609  +0.0546  +0.0946  +0.0000
M with global phase, row 1: +0.0546  +0.3929  +0.1548  +0.4996
M with global phase, row 2: +0.0946  +0.1548  +0.5716  -0.2884
M with global phase, row 3: +0.0000  -0.4996  +0.2884  +0.3035
largest change of M, global phase: below 1e-12: True
largest change of M, phase on axis 2 only: 0.8804
Stokes in: +1.0000  +1.0000  +0.0000  +0.0000
Stokes out: +0.7155  +0.4475  +0.2493  -0.4996
J recovered from M, row x: +0.7626+0.0000i  +0.1635-0.3276i
J recovered from M, row y: +0.1635-0.3276i  +0.5738+0.3782i
phase of J relative to recovered: 130.00 deg
phase of shifted J relative to recovered: -140.00 deg
trace of J: -1.1488+0.7805i
interferometer output, no extra path: 0.1280 of input
interferometer output, extra path: 0.2201 of input
```
